# In-plane phonon heat conduction in a film with partly specular walls

A silicon device layer 100 nm thick carries heat sideways, parallel to its faces. If all phonons are given one average free path, fixed by the acoustic heat capacity and a mean group speed, it is a few hundred nanometres at room temperature, so most of them meet a face before an internal collision. (The full heat capacity with the sound speed would give only about 40 nm, so this average depends on the inputs chosen.) A rough face sends a phonon off in a random direction and destroys its contribution to the current. A smooth face acts as a mirror and leaves the motion along the film untouched. If each face reflects a fraction $p$ of the phonons specularly and the rest diffusely, how much of the bulk conductivity survives?

One might multiply the loss found for diffuse walls by $1-p$, the chance of a diffuse reflection. That undercounts the loss, because a phonon spared at one wall may reach the other wall and be randomised there. The correct factor depends on the ray.

## Model and result

The film occupies $0<z<d$, with a small uniform temperature gradient $T'=dT/dx$ along it. The phonons are gray and isotropic: all have speed $v$, relaxation time $\tau$ and mean free path $\Lambda=v\tau$. Both walls have the same $p$. Define

$$\mu=\frac{|v_z|}{v},\qquad \delta=\frac{d}{\Lambda},\qquad s=\frac{\delta}{\mu}.$$

A crossing at direction $\mu$ has length $d/\mu$, so $s$ is its slant optical depth, and $e^{-s}$ is the probability of crossing without an internal collision. The ratio of film to bulk conductivity is

$$R_p(\delta)=1-\frac{3}{2\delta}\int_0^1(\mu-\mu^3)(1-e^{-s})A(s)\,d\mu,\qquad A(s)=\frac{1-p}{1-pe^{-s}}. \tag{1}$$

Diffuse walls have $p=0$ and $A=1$. Partial specularity therefore multiplies the integrand of the boundary correction by $A(s)$.

The algebra uses atomic units, with temperature measured as an energy, so that $\hbar=k_B=1$ and the equilibrium occupation is $n_0=1/(e^{\omega/T}-1)$.

## First derivation: the Boltzmann equation

**The equation along a ray.** Write the occupation as $n=n_0(T(x))+g$. In the steady state, drift balances relaxation:

$$v_x\frac{\partial n}{\partial x}+v_z\frac{\partial n}{\partial z}=-\frac{g}{\tau}.$$

The deviation $g$ is of first order in $T'$. It varies along $x$ only through the local temperature, so $\partial g/\partial x$ is of second order and is dropped. This leaves

$$v_z\frac{\partial g}{\partial z}+v_x\frac{\partial n_0}{\partial T}T'=-\frac g\tau.$$

Without walls $g$ does not depend on $z$, and

$$g_0=-\tau v_x\frac{\partial n_0}{\partial T}T'.$$

The equation becomes $v_z\,\partial g/\partial z=(g_0-g)/\tau$. Let $\zeta$ be the distance, measured along the normal, from the wall behind the phonon: the lower wall for upward travel, the upper wall for downward travel. Then $v_z\,\partial/\partial z=v\mu\,\partial/\partial\zeta$ for both directions of travel, and

$$g=g_0\left[1-A\,e^{-\zeta/(\Lambda\mu)}\right]$$

for upward phonons. Downward phonons obey the same form with a constant $B$.

**The walls.** Specular reflection reverses $v_z$ and keeps $v_x$. Diffuse reflection returns the incoming flux with an isotropic occupation. Flux balance fixes that occupation as the average of the incoming one, weighted by $\mu$:

$$\bar n=\frac1\pi\int_{\rm in}(n_0+g)\,\mu\,d\Omega=n_0.$$

The $n_0$ term survives because $\int\mu\,d\Omega=\pi$ over a hemisphere. The $g$ term vanishes because $g$ is odd in $v_x$. For the same reason $g$ holds no net energy at any point, so relaxation towards $n_0(T(x))$ conserves energy, and a temperature independent of $z$ is consistent.

Hence the deviation leaving a wall is $p$ times the deviation arriving. An arriving phonon has $\zeta=d$, where the exponential equals $e^{-s}$. The two walls give

$$1-A=p(1-Be^{-s}),\qquad 1-B=p(1-Ae^{-s}).$$

Subtracting the second from the first gives $B-A=pe^{-s}(A-B)$, or $(A-B)(1+pe^{-s})=0$. Therefore $A=B$, and

$$1-A=p-pAe^{-s}\;\Rightarrow\; A(1-pe^{-s})=1-p,$$

which is the factor in (1). With unequal specularities the two constants differ, and (1) does not apply.

**Averages.** Over the thickness,

$$\frac1d\int_0^d e^{-\zeta/(\Lambda\mu)}d\zeta=\frac{\Lambda\mu}{d}(1-e^{-s})=\frac{1-e^{-s}}{s},$$

so that

$$\frac{\langle g\rangle}{g_0}=1-A\,\frac{1-e^{-s}}{s}. \tag{2}$$

With $\rho(\omega)$ modes per volume and frequency, the heat flux is

$$q=\int d\omega\,\rho\,\omega\int\frac{d\Omega}{4\pi}\,v_x\langle g\rangle .$$

Since $g_0$ contains another $v_x$, the integrand contains $v_x^2=v^2(1-\mu^2)\cos^2\varphi$, whose azimuthal average is $v^2(1-\mu^2)/2$. The frequency integral gives the heat capacity per volume, $C=\int\rho\,\omega\,(\partial n_0/\partial T)\,d\omega$. In the bulk, $\int_0^1\frac12(1-\mu^2)d\mu=\frac13$, so $q=-k_0T'$ with $k_0=Cv\Lambda/3$. Dividing the film flux by the bulk flux gives

$$R_p=\frac32\int_0^1(1-\mu^2)\left[1-A\,\frac{1-e^{-s}}{s}\right]d\mu. \tag{3}$$

The first term integrates to 1. In the second, $1/s=\mu/\delta$ turns $1-\mu^2$ into $(\mu-\mu^3)/\delta$, and (1) follows.

## Second derivation: how long a phonon remembers its direction

Now remove the temperature gradient and follow energy packets in equilibrium. A smooth excess energy density $u=C\,\delta T$ spreads along the film with diffusivity $\mathcal D$. Its flux is $-\mathcal D\,\partial u/\partial x=-C\mathcal D\,\partial T/\partial x$, so $k=C\mathcal D$. Collisions may change a packet's frequency, but in a gray model this does not alter its motion.

**Diffusivity from velocity memory.** Let $K(t)=\langle v_x(0)v_x(t)\rangle$. Integrating the velocity twice gives

$$\langle X^2(t)\rangle=2\int_0^t(t-t')K(t')\,dt'.$$

At long times this grows as $2\mathcal Dt$, with $\mathcal D=\int_0^\infty K\,dt$.

The average is over positions uniform in $z$ and isotropic directions. This population is stationary. Free flight, mirror reflection and isotropic collisions preserve it, and so does diffuse reflection: the flux arriving at a wall is distributed as $\mu\,d\Omega$, and isotropic emission returns that same distribution.

Until the first internal collision or diffuse reflection, $v_x$ is constant. Afterwards its mean is zero, whatever it was before. Hence

$$\mathcal D=\left\langle v_x^2\,\frac{\ell}{v}\right\rangle,$$

where $\ell$ is the mean path length to the first randomising event. In the bulk $\ell=\Lambda$ and $\mathcal D=v\Lambda/3$, as before.

**Counting wall encounters.** Let $b$ be the distance along the ray to the next wall, and $h=d/\mu=s\Lambda$ the length of a full crossing. The mean path is the integral of the survival probability. The first segment contributes

$$\int_0^b e^{-y/\Lambda}dy=\Lambda(1-e^{-b/\Lambda}).$$

To enter the segment after the $m$th wall encounter, the phonon must survive the path $b+(m-1)h$ and $m$ reflections. That segment contributes $p^m e^{-b/\Lambda}e^{-(m-1)s}\,\Lambda(1-e^{-s})$. Summing the geometric series over $m\ge1$,

$$\frac{\ell}{\Lambda}=1-e^{-b/\Lambda}+e^{-b/\Lambda}\,\frac{p(1-e^{-s})}{1-pe^{-s}}
=1-e^{-b/\Lambda}\,\frac{1-p}{1-pe^{-s}}.$$

The last step uses $(1-pe^{-s})-p(1-e^{-s})=1-p$. The factor $A(s)$ has appeared again, and its denominator is the sum over repeated crossings.

Because $z$ is uniform, $b$ is uniform between 0 and $h$, and $e^{-b/\Lambda}$ averages to $(1-e^{-s})/s$. The mean of $\ell/\Lambda$ is therefore the right side of (2). Weighting it with $v_x^2$ gives (3), and hence (1).

## What each derivation assumes

Both use the same microscopic model: independent particles, internal collisions that erase direction, equal walls, and diffuse reflection without memory of $v_x$. Neither includes interference between waves or collisions that conserve the total phonon momentum.

They differ in how they reach the conductivity. The first assumes a steady state that is linear in a uniform gradient, and its wall condition rests on $g$ being odd in $v_x$. The second assumes a stationary equilibrium population and times long enough for diffusion; the same symmetry enters as the loss of velocity memory. The first also yields the deviation at each depth.

The Boltzmann solution at a point records where a phonon has come from, through $\zeta$. The second derivation asks where it will go, through $b$. For one direction of travel these give mirror-image profiles across the film, with equal thickness averages.

Either argument allows $p$ to depend on $\mu$. Specular reflection preserves $\mu$, so each ray keeps one value of $p$. In equilibrium the diffusely reflected phonons must then leave with a flux proportional to $[1-p(\mu)]\mu$, which together with the specular part $p(\mu)\mu$ restores the isotropic population. If their directions along the film are still random, the deviation leaving a wall is $p(\mu)$ times the deviation arriving, and $p(\mu)$ may be inserted in $A$.

## A sum over thicker diffuse films

Define $W_n=n(1-p)^2p^{n-1}$. Then

$$R_p(\delta)=\sum_{n=1}^\infty W_n\,R_0(n\delta). \tag{4}$$

To prove it, note that the weights sum to 1, since $\sum np^{n-1}=(1-p)^{-2}$. By (3), the loss term of $R_0(n\delta)$ contains $(1-e^{-ns})/(ns)$. The factor $n$ cancels, and the weighted sum is

$$\frac{(1-p)^2}{s}\left[\frac1{1-p}-\frac{e^{-s}}{1-pe^{-s}}\right]
=\frac{(1-p)(1-e^{-s})}{s(1-pe^{-s})},$$

which is the loss term for partly specular walls.

The weights have a direct meaning. Leave internal collisions aside for a moment. A chain of $n$ crossings between diffuse reflections occurs with probability $(1-p)p^{n-1}$. A phonon picked at a random moment is more likely to be in a long chain, in proportion to $n$; normalising gives $W_n$. Unfolding the mirror reflections turns the chain into one straight crossing of a diffuse film of thickness $nd$.

## Thick and thin films

Since $1-p\le A\le1$, the conductivity lies between the diffuse result and the simple estimate:

$$R_0\le R_p\le 1-(1-p)(1-R_0).$$

**Thick films.** If $\delta\gg1$, every ray has $e^{-s}\le e^{-\delta}\ll1$, so $A\to1-p$. With $\int_0^1(\mu-\mu^3)d\mu=\frac14$,

$$R_p\simeq1-\frac{3(1-p)}{8\delta}.$$

Here the simple factor is right, because a phonon rarely crosses from one wall to the other without a collision.

**Thin films.** Put $t=1/\mu$ in the diffuse integral and use $E_n(\delta)=\int_1^\infty t^{-n}e^{-\delta t}dt$:

$$R_0=1-\frac3{8\delta}+\frac3{2\delta}\left[E_3(\delta)-E_5(\delta)\right].$$

Start from $E_1=-\gamma-\ln\delta+\delta+\dots$, where $\gamma$ is Euler's constant, and apply $E_{n+1}=(e^{-\delta}-\delta E_n)/n$, which follows from integration by parts. To second order in $\delta$,

$$E_3=\tfrac12-\delta+\tfrac{\delta^2}2\left(\tfrac32-\gamma-\ln\delta\right),\qquad
E_5=\tfrac14-\tfrac\delta3+\tfrac{\delta^2}4.$$

The terms in $1/\delta$ and the constants cancel in $R_0$, leaving

$$R_0\simeq\tfrac34\delta\,(1-\gamma-\ln\delta).$$

Insert this in (4). Differentiating $\sum np^n=p/(1-p)^2$ gives $\sum n^2p^{n-1}=(1+p)/(1-p)^3$, so

$$R_p\simeq\frac{3\delta}4\left[\frac{1+p}{1-p}(1-\gamma-\ln\delta)-(1-p)^2\sum_{n=1}^\infty n^2p^{n-1}\ln n\right].$$

This requires $\delta\ll1-p$, so that the chains that matter are still optically thin. For $\delta=10^{-4}$ and $p=0.5$, the full integral and this law both give 0.001876.

The limits $\delta\to0$ and $p\to1$ cannot be interchanged. At fixed $p<1$ the ratio tends to zero with thickness, whereas at $p=1$ the factor $A$ vanishes and the bulk value is kept at any thickness.

## A silicon device layer

Take a suspended silicon layer with $d=100$ nm at 300 K and $p=0.4$. Rough typical inputs are a bulk conductivity of 150 W/(m K), an acoustic heat capacity of $9\times10^5$ J/(m³ K) and a mean group speed of 1800 m/s. They give

$$\Lambda=\frac{3k_0}{Cv}=\frac{3\times150}{9\times10^5\times1800}\ \text{m}=278\ \text{nm},\qquad \delta=0.360.$$

For a ray with $\mu=0.5$, $s=0.36/0.5=0.72$ and $e^{-s}=0.487$. Thus

$$A=\frac{0.6}{1-0.4\times0.487}=0.745.$$

The diffuse integrand, $0.375\times0.513=0.1925$, is reduced to 0.143. For $\mu=0.2$ the optical depth is 1.8 and $A=0.64$, closer to $1-p=0.6$.

The digits kept below serve to compare calculations; the rough inputs do not fix the conductivity of a real layer so closely. The full integral gives $R_p=0.5985$, so the film conducts $0.5985\times150=89.8$ W/(m K), or 0.0560 eV/(ps Å K). Diffuse walls would give 66.9 W/(m K). Taking $1-p$ outside the integral would give 100.1 W/(m K), about 12% above the correct model value. The thick-film law would give $R_p=1-0.625=0.375$, which shows that it does not apply at this thickness.

In (4), the weights for one, two and three crossings are 0.36, 0.288 and 0.173. Although 60% of wall encounters are diffuse, only 36% of the weight belongs to single crossings.

A random walk of 150,000 phonons, with real diffuse re-emission and internal scattering, tests the result without using (1). The growth of the mean-square displacement gives $R_p=0.5999\pm0.0025$ (one standard error). This agrees with 0.5985 and lies about 27 standard errors from the simple estimate, 0.6675. At the same thickness with $p=0.8$, the walk gives $0.825\pm0.003$ and the formula 0.826.

## How far a real layer departs from the model

Measured room-temperature conductivities of silicon films near this thickness are roughly 60 W/(m K). That lies below even the gray result for diffuse walls, 66.9, so within the gray model, and with the heat capacity and group speed chosen here, $p=0.4$ is too high for such layers and no value of $p$ reaches 60. A gray fit cannot settle the value of $p$, however, because real silicon has a broad range of free paths. To size this effect, weight the modes by a Debye spectrum with a 0.05 eV cutoff and take the free path proportional to $\omega^{-2}$, holding fixed $p$, the bulk conductivity and the heat-capacity-weighted mean free path of 278 nm. The film value then falls to 70.6 W/(m K), 21% below the gray result. This is a rough estimate, not a consistent Debye solid: the cutoff implies a sound speed of about 6700 m/s, whereas the mean free path was set with 1800 m/s. Using the higher speed throughout would shorten the free paths and give about 100 W/(m K) instead.

Specularity also varies with angle and wavelength. For random roughness of rms height $\eta$, take $p(\mu)=\exp[-(4\pi\eta\mu/\lambda)^2]$. With a rough carrier wavelength of 1.5 nm, $\eta=0.18$ nm makes the average of $p$ over the incident flux equal to 0.4. The gray film then conducts 108.8 W/(m K), 21% more than with constant $p$. Now combine the spread of free paths with a specularity that depends on both angle and wavelength, keeping the same $\eta$ and taking $\lambda\propto1/\omega$ with the Debye value 0.55 nm at the cutoff, which corresponds to about 6700 m/s. This gives 96.1 W/(m K), 7% above the gray value. The figure depends strongly on the speeds assumed: wavelengths set with 1800 m/s give about 68 W/(m K), and 6700 m/s for both wavelengths and free paths gives about 124 W/(m K). Neither the size nor the sign of the net change is fixed by these rough inputs.

Other effects can be sized from the same inputs:

- At 400 K, with the free path taken as $1/T$ and with $p$ and the heat capacity fixed, the gray film value is 74.3 W/(m K). It falls by 17%, while the bulk value in this model falls by 25%. Real bulk silicon falls by about a third over this range; shortening the free path to match would make the film fall by about 24%.
- For a layer 10 µm long between ideal heat reservoirs, take the resistance of a unit cross-section as the film's $L/k$, with $L$ the length, plus a ballistic part $4/(Cv)$ for the ends. This simple series sum gives an apparent conductivity $k/[1+4R_p\Lambda/(3L)]$, roughly 2% below $k$. The sum slightly understates the end resistance, and the drop in the gray model is nearer 2.5%.
- The carrier wavelength is 1.5% of the thickness, which supports treating these phonons as particles. The longest waves in the spectrum are less well described.
- At a gradient of 1 K/µm, the temperature changes by 0.28 K over one free path, small beside 300 K.
- Radiation from two black faces would draw off the heat over about 860 µm, far more than the length of the layer.

Crystal anisotropy and momentum-conserving collisions are not included in these estimates. The numerical output below lists the inputs and main results.

## Calculated quantities

```
bulk conductivity (rough input): 150 W/(m K)
acoustic heat capacity (rough input): 9.00e+05 J/(m^3 K)
mean group speed (rough input): 1800 m/s
film thickness: 100 nm; length: 10000 nm
temperature: 300 K; specularity p: 0.40
gray mean free path: 277.8 nm
normal optical depth D: 0.3600
ray mu=0.2: s=1.8000, A=0.6425, diffuse integrand=0.1603, corrected=0.1030
ray mu=0.5: s=0.7200, A=0.7451, diffuse integrand=0.1925, corrected=0.1434
ray mu=1.0: s=0.3600, A=0.8323, diffuse integrand=0.0000, corrected=0.0000
k/k0, derived formula: 0.5985
k/k0, diffuse walls: 0.4458
k/k0, naive factor 1-p: 0.6675
film conductivity: 89.77 W/(m K)
film conductivity, converted: 0.05603 eV/(ps A K)
diffuse-wall conductivity: 66.87 W/(m K)
naive-factor conductivity: 100.12 W/(m K)
largest single-ray error of formula against grid: 1.5e-07
random walk k/k0: 0.5999 +- 0.0025 (one std error)
p=0.8: formula 0.8264, random walk 0.8254 +- 0.0034
crossing-sum k/k0: 0.5985
crossing-sum weights n=1,2,3: 0.3600, 0.2880, 0.1728
thin test D=1e-04, p=0.5: formula 0.001876, limit law 0.001876
Neglected effects, conductivities in W/(m K):
carrier wavelength (rough input): 1.5 nm
rms roughness giving the same flux-mean p: 0.178 nm
angle-dependent specularity: 108.76 W/(m K)
acoustic cutoff (rough input): 0.050 eV; kT: 0.02585 eV
shortest free path in spectral model: 85.3 nm
spread of free paths, fixed p: 70.61 W/(m K)
lattice constant (input): 0.543 nm; Debye wavelength: 0.551 nm
spread plus wavelength- and angle-dependent p: 96.10 W/(m K)
gray film at 400 K, free path as 1/T: 74.27 W/(m K)
finite length, ballistic-end estimate: 87.83 W/(m K)
carrier wavelength / thickness: 0.0150
temperature change over one free path at 1 K/um: 0.278 K
radiative decay length, black faces: 856 um
```
